# Floquet quasienergies from Fourier blocks and from the half-period propagator

For a system driven by a field $F\cos\omega t$, truncated Fourier-block diagonalization and the logarithm of the one-period propagator agree modulo $\omega$ in this sense: the truncated matrix has an eigenvalue within a chosen tolerance of every true quasienergy in a central window, provided the harmonic cutoff $M$ exceeds the drive index $z=Fx_{\max}/\omega$ by a static offset and a margin that grows as $z^{1/3}$, up to a logarithmic factor, for strong drive. Extra eigenvalues made by the truncation are excluded by a separate residual test. If the system has generalized parity, both calculations should be done in one parity sector. The quasienergies are then fixed modulo $2\omega$, the matrix is about half as large (exactly half when even and odd static states are equal in number), and levels that cross in the ordinary zone stay apart.

The naive scheme picks a few harmonics, diagonalizes, keeps the eigenvalues in one zone of width $\omega$, sorts them, and joins equal ranks as $F$ changes. Each part of it can fail, and each failure suggests its repair.

## Two calculations of one spectrum

Atomic units are used in the algebra, with field and position signs absorbed so that

$$H(t)=H_0+FX\cos\omega t,\qquad T=2\pi/\omega .$$

$H_0$ and $X$ are real symmetric matrices of dimension $d$, and $x_{\max}$ is the largest $|x|$ among the eigenvalues of $X$. A Floquet solution is $\psi=e^{-i\varepsilon t}u(t)$ with $u(t+T)=u(t)$. The Schrödinger equation becomes $Ku=\varepsilon u$ with $K=H-i\partial_t$. Inserting $u=\sum_n c_ne^{in\omega t}$ and splitting the cosine into two exponentials gives

$$(H_0+n\omega)c_n+\tfrac12FX(c_{n-1}+c_{n+1})=\varepsilon c_n .$$

Truncation keeps $|n|\le M$; call the resulting matrix $K_M$.

Alternatively, $U(T)u(0)=e^{-i\varepsilon T}u(0)$. The phase fixes $\varepsilon$ modulo $\omega$. To build $U$, take a step $h$ and write $H\simeq A+\tau B$ about its midpoint. The Magnus exponent is

$$-i\int H\,d\tau-\tfrac12\iint_{\tau_1>\tau_2}[H(\tau_1),H(\tau_2)]=-i\int H\,d\tau+\tfrac{h^3}{12}[A,B],$$

because the commutator is $(\tau_2-\tau_1)[A,B]$ and the double integral of $\tau_2-\tau_1$ is $-h^3/6$. Two exponentials with exponents $-i(\frac12\int H\,d\tau\mp\kappa h^2B)$, the upper sign acting first, combine to $-i\int H\,d\tau+\frac12\kappa h^3[A,B]$, so $\kappa=1/6$. Time symmetry of the step removes terms in $h^4$. With $H_1,H_2$ taken at $\mp\sqrt3h/6$ from the midpoint, the rule $\int H\,d\tau\simeq\frac h2(H_1+H_2)$ is exact for cubics in $\tau$, so its error is of order $h^5$; also $B\simeq\sqrt3(H_2-H_1)/h$, and the first factor is

$$\exp\{-ih[(\tfrac14+\tfrac{\sqrt3}{6})H_1+(\tfrac14-\tfrac{\sqrt3}{6})H_2]\}.$$

The second has the weights exchanged. The local error is of order $h^5$, the accumulated error of order $h^4$.

The example is a model electron in four wells at $x=\pm5,\pm15$ angstrom. Neighbouring wells are coupled by $-J$ with $J=0.05$ eV in the middle and by $-J'$ with $J'=0.02$ eV outside; the outer wells are raised by 0.56 eV, and $\omega=0.30$ eV. At $F=0.10$ eV/angstrom, doubling the steps per half period from 20 to 40 lowers the quasienergy error from $2.4\times10^{-8}$ to $1.5\times10^{-9}$ eV, a factor of 16, as fourth order requires.

## Sorting fails at crossings: use generalized parity

Two levels may coincide modulo $\omega$. There $U(T)$ is degenerate, its eigenvectors may be mixed at will, and sorting exchanges the levels. The repair uses a parity $P$ with $P^2=1$, $PH_0P=H_0$ and $PXP=-X$. Half a period reverses the cosine, so

$$H(t+T/2)=PH(t)P .$$

Hence $(Gu)(t)=Pu(t+T/2)$ commutes with $K$, and $G^2=1$ on periodic functions. Since $e^{in\omega T/2}=(-1)^n$, $G$ acts on components as $c_n\to(-1)^nPc_n$. The plus sector contains even states in blocks of even $n$ and odd states in blocks of odd $n$. At $M=25$ its matrix has size 102 instead of 204.

Multiplying $u$ by $e^{im\omega t}$ changes $\varepsilon$ to $\varepsilon+m\omega$ and multiplies the eigenvalue of $G$ by $(-1)^m$. Each physical solution therefore has plus-sector replicas spaced by $2\omega$. The minus sector is the same spectrum shifted by $\omega$ and need not be computed.

The propagator has the same structure. From $U(T,T/2)=PU(T/2)P$,

$$U(T)=PU(T/2)\,PU(T/2)=W^2,\qquad W=PU(T/2).$$

For a plus replica, $u(T/2)=Pu(0)$. Therefore $U(T/2)u(0)=e^{-i\varepsilon T/2}Pu(0)$, and multiplication by $P$ gives

$$Wu(0)=e^{-i\pi\varepsilon/\omega}u(0).$$

This phase fixes $\varepsilon$ modulo $2\omega$. When two plus replicas differ by $\omega$, their eigenvalues of $W$ are opposite while their squares coincide: $U(T)$ is degenerate, $W$ is not.

At five fields up to 0.10 eV/angstrom, the Fourier levels at $M=25$ and those of $W$ differ by at most $4\times10^{-15}$ eV.

## Too few harmonics: let the drive set the cutoff

How far does a true mode extend in $n$? Its equation of motion, $\partial_tu=-i(H-\varepsilon)u$, has entire coefficients, so $u$ can be continued to complex time. For $n>0$ shift the contour in

$$c_n=\frac1T\int_0^Tu(t)e^{-in\omega t}dt$$

to $t=s-iy/\omega$ with $y>0$. The end pieces cancel by periodicity, and the exponential contributes $e^{-ny}$. Along the imaginary direction, with $\eta=y/\omega$,

$$\partial_\eta u=-i\partial_tu=-(H-\varepsilon)u .$$

Only the Hermitian part of the generator changes the norm. Since $\mathrm{Re}\cos(\omega s-iy)=\cos\omega s\cosh y$, the logarithmic growth rate is at most $\varepsilon-E_{\min}+Fx_{\max}\cosh y$, where $E_{\min}$ is the lowest static level. Starting from $\|u(s)\|=1$ and integrating over $\eta$,

$$\ln\|c_n\|\le-\nu y+z\sinh y,\qquad \nu=n-\frac{\varepsilon-E_{\min}}{\omega}.$$

For $\nu>z$ the best choice is $\cosh y=\nu/z$, which gives

$$\|c_n\|\le e^{-S},\qquad S=\nu\,\mathrm{arcosh}\frac{\nu}{z}-\sqrt{\nu^2-z^2}.$$

For $n<0$ the opposite shift gives the same bound with $\nu=|n|-(E_{\max}-\varepsilon)/\omega$. The bound thus starts to fall once $|n|\omega$ exceeds the largest potential energy $Fx_{\max}$ plus a static offset, which is $\varepsilon-E_{\min}$ for $n>0$ and $E_{\max}-\varepsilon$ for $n<0$.

Two limits show how. Differentiation gives $dS/d\nu=\mathrm{arcosh}(\nu/z)$, which is about $\sqrt{2\delta/z}$ for $\nu=z+\delta$ with $\delta\ll z$. Integrating,

$$S\simeq\frac{2\sqrt2}{3}\frac{\delta^{3/2}}{z^{1/2}} .$$

Suppression by $e^{-L}$ then needs $\delta\simeq(3L/2\sqrt2)^{2/3}z^{1/3}$, the margin in the opening statement. At fixed $\omega$ and fixed energy tolerance, $L$ itself grows logarithmically with $z$, because the error estimate below multiplies the amplitude by $Fx_{\max}/2$. For weak drive, $\nu\gg z$, the bound tends to $(ez/2\nu)^\nu$: roughly one power of the field per harmonic.

To turn decay into a cutoff, truncate a true mode to $|n|\le M$ and call the result $v$. It satisfies the truncated equation except in the two edge blocks, which miss $\frac12FXc_{M+1}$ and $\frac12FXc_{-M-1}$. For a Hermitian matrix some eigenvalue lies within the residual norm divided by the vector norm, so $K_M$ has an eigenvalue within

$$\rho=\frac{\left(\|\tfrac12FXc_{M+1}\|^2+\|\tfrac12FXc_{-M-1}\|^2\right)^{1/2}}{\|v\|}$$

of $\varepsilon$. Take $F=0.40$ eV/angstrom, so $z=0.40\times15/0.30=20$, and the window $-\omega/2\le\varepsilon<3\omega/2$. The worst offset is on the negative side, $0.561/0.30+0.5=2.37$. At $M=43$ the first missing block has $\nu=44-2.37=41.63$, hence $S=20.2$. The factor $Fx_{\max}/2=3$ eV gives about $5\times10^{-9}$ eV. This is below a target of $10^{-8}$ eV; at $M=42$ the bound is still above it.

The cutoff actually needed for $10^{-8}$ eV is smaller:

| $z$ | needed $M$ | $M$ from bound |
|---:|---:|---:|
| 1 | 7 | 11 |
| 2.5 | 10 | 15 |
| 5 | 14 | 20 |
| 10 | 20 | 29 |
| 20 | 33 | 43 |

One reason for the excess is that $\rho$ is linear in the edge amplitude, whereas the error is bounded by the square of a residual divided by a level distance, as shown next.

## A full window can be wrong: certify each level

The cutoff bound guarantees an eigenvalue near each true level. It does not exclude extra eigenvalues made by the truncation. Counting is no cure: at $F=0.10$ eV/angstrom and $M=6$ the window holds four levels, the right number, but the worst is 58 meV from any true one. At $M=4$ it holds three.

Take a normalized eigenvector of $K_M$ with eigenvalue $\lambda$ and pad it with zeros to form $\varphi$ in the infinite space. All rows with $|n|\le M$ are satisfied. The two rows just outside give the residual

$$r^2=\|(K-\lambda)\varphi\|^2=\|\tfrac12FXc_M\|^2+\|\tfrac12FXc_{-M}\|^2 .$$

The true modes and their replicas form a complete orthonormal set, because the $d$ vectors $u_\alpha(t)$ are a basis at each time and the factors $e^{im\omega t}$ supply all periodic coefficients. Expanding $\varphi$ in this set shows that some true level $E$ lies within $r$ of $\lambda$.

A sharper statement follows because the residual is orthogonal to $\varphi$, so $\langle K\rangle=\lambda$. Let $E$ be the nearest level, lying below $\lambda$, and $b$ the next level above $\lambda$. No level lies between them, so $(K-E)(K-b)$ is non-negative. Its mean value is

$$r^2+(\lambda-E)(\lambda-b)\ge0\quad\Rightarrow\quad\lambda-E\le\frac{r^2}{b-\lambda}\le\frac{r^2}{\delta_2},$$

where $\delta_2$ is the distance from $\lambda$ to the second-nearest level. The case $E>\lambda$ follows by reflection. Because $K$ is unbounded below, truncated eigenvalues are not variational upper bounds and may lie below the true levels.

The proof can be carried out within one sector, where $\delta_2$ counts levels of that sector alone. In the full matrix $\delta_2$ becomes small near a crossing and the certificate loses its value.

If the $d$ selected eigenvalues have disjoint intervals of radius $r$ on the $2\omega$ circle, each interval holds one true level, and no class is missing or duplicated. A safe lower value for $\delta_2$ at $\lambda_i$ is then the smallest of $|\lambda_i-\lambda_j|-r_j$ over $j\ne i$ and $2\omega-r_i$, with distances taken on the circle.

At $M=10$ the worst error is $6.7\times10^{-5}$ eV and the largest certificate $2.5\times10^{-3}$ eV; at $M=12$ they are $3.6\times10^{-7}$ and $1.7\times10^{-5}$ eV. These certificates take $\delta_2$ from the levels of $W$. The inequality was tested for every eigenvalue of the sector matrix from $M=3$ to 20.

## Replicas are labels: select them by a stated rule

The spectrum of $K$ has no lowest level, so "the lowest quasienergy" has no meaning beyond a chosen window. A plus-sector window of width $2\omega$ holds one member of each class. Another rule uses the mean harmonic

$$\bar n=\sum_nn\|c_n\|^2=\left.\frac{\partial\varepsilon}{\partial\omega}\right|_F .$$

The second equality is the Hellmann–Feynman theorem, since $\omega$ enters the Fourier matrix through $n\omega$ alone; finite differences of the propagator levels confirm it. A shift by $2\omega$ raises $\bar n$ by 2, so a half-open interval of length 2 in $\bar n$ also selects one member per class. Taking the mean of $K=H-i\partial_t$ gives $\varepsilon=\bar E+\bar n\omega$, where $\bar E$ is the energy averaged over a period. It does not depend on the replica.

At $F=0.08$ eV/angstrom the energy window contains $\varepsilon=-0.0411$ eV with $\bar n=-1.928$. The rule $-1/2\le\bar n<3/2$ picks instead $-0.0411+0.60=0.5589$ eV with $\bar n=0.072$. Both give $\bar E=0.537$ eV, which identifies a state mainly on the raised outer wells. The jump between the two labels is not physical.

## Following branches as the field changes

At $F=0$ the static levels are $-0.0507$ (even), $0.0492$ (odd), $0.56066$ (even) and $0.56078$ eV (odd). Second-order coupling fixes the order of the last two: the outer even state is raised by $J'^2/(0.56+0.05)$ eV and the odd one by the larger $J'^2/(0.56-0.05)$ eV. Shifting odd states by an odd multiple of $\omega$ and folding into $[-\omega,\omega)$ gives branches 1 to 4 at $-0.2508$, $-0.0507$, $-0.0393$ and $0.2608$ eV.

Near a close pair in one sector, $K$ reduces to a real symmetric $2\times2$ block. A crossing needs equal diagonal elements and zero coupling: two conditions, with one parameter $F$. Without further symmetry, such levels generically avoid each other, and their cyclic order on the $2\omega$ circle is preserved. The tracking rule is to sort the levels, try the $d$ cyclic rotations, choose the one with the smallest total displacement, and add multiples of $2\omega$ for continuity.

In a scan to 0.10 eV/angstrom with steps of 0.0005, the largest change of any branch is about 0.49 meV per step. The principal logarithm of $W$ jumps by $2\omega$ once. This is branch 1 leaving through $-0.30$ eV: at 0.08 eV/angstrom its continuous value is $-0.3045$ eV, while the folded value is $0.2955$ eV.

Branches 2 and 3 avoid each other at $F=0.0278$ eV/angstrom with a gap of 2.05 meV. Matching eigenvectors by largest overlap agrees with cyclic order at every small step. A single step from 0 to 0.065 eV/angstrom exchanges the two, because overlap then follows the character of the state across the gap. Small steps give adiabatic labels; a coarse step can give diabatic ones.

Between sectors, exact crossings in the $\omega$ zone occur at 0.0158, 0.0386 and 0.0718 eV/angstrom. The last has a simple origin. Removing the phase $e^{-i(Fx/\omega)\sin\omega t}$ from each well gives the inner tunnelling a factor $e^{\pm i(Fa/\omega)\sin\omega t}$, with $a=10$ angstrom. Its period average is $J_0(Fa/\omega)$, a Bessel function. To leading order in $J/\omega$, and without the outer wells, the inner even and odd levels meet at its first zero, $F=2.405\,\omega/a=0.0721$ eV/angstrom. The computed field, 0.07175 eV/angstrom or 0.001395 atomic units, is 0.5% lower. This closeness is partly a cancellation: the two inner wells alone cross at 0.0712 eV/angstrom, 1.3 to 1.4% below the Bessel zero because $J/\omega$ is finite, and the outer wells move the crossing back up.

A static tilt $F_sX$ breaks the half-period relation and should open this crossing. For states confined to the inner wells the dipole element is 5 angstrom, so first-order degenerate theory predicts a gap of $2\times0.0002\times5$ eV $=2.0$ meV at $F_s=0.0002$ eV/angstrom. The computed gap is 2.1 meV. The two modes carry 5% and 3% of their weight on the outer wells and their actual dipole element is 5.25 angstrom, which in the same first-order formula gives 2.1 meV.

## The resulting scheme and its limits

Choose $M$ from the decay bound, diagonalize the plus sector, select one window of width $2\omega$, check that the intervals of radius $r$ are disjoint, compare with the phases of $W$, and track by cyclic order. If the drive contains a second harmonic coupled to $X$, or the static system is tilted, $G$ is lost. The full matrix and $U(T)$ must then be used, with period $\omega$ and the corresponding certificate.

At low frequency both $z$ and the static offset grow as $1/\omega$. Dense diagonalization then costs a time proportional to $M^3$ at fixed $d$, whereas propagation costs a time proportional to the number of steps, which favours $W$. The Fourier calculation keeps the advantage of supplying $\bar n$ and the certificate directly. The bound assumes finite $x_{\max}$; for a continuous coordinate it applies to the chosen finite basis, whose own convergence must be checked separately. The remaining values are in the numerical output.

## Computed results

```
photon energy 0.30 eV, well spacing 10.0 angstrom
tunnelling: inner 0.05 eV, outer 0.02 eV
outer wells raised by 0.56 eV
static levels (eV): -0.05066 0.04922 0.56066 0.56078
Fourier vs W, five fields, M=25: max diff 4.0e-15 eV
Fourier vs log U(T), F=0.08 eV/angstrom: 3.7e-15 eV
matrix size at M=25: full 204, sector 102
propagator error, F=0.10: 20 steps per half period 2.4e-08 eV
propagator error, F=0.10: 40 steps per half period 1.5e-09 eV
cutoff M for error below 1e-08 eV (F in eV/angstrom):
  F=0.02 z=1.0: needed 7, from bound 11
  F=0.05 z=2.5: needed 10, from bound 15
  F=0.10 z=5.0: needed 14, from bound 20
  F=0.20 z=10.0: needed 20, from bound 29
  F=0.40 z=20.0: needed 33, from bound 43
window of 2 omega at F=0.10 eV/angstrom (4 levels are true):
  M=4: count 3, error 1.1e-01 eV, certificate 7.4e-01 eV
  M=6: count 4, error 5.8e-02 eV, certificate 4.3e-01 eV
  M=8: count 4, error 4.1e-03 eV, certificate 9.0e-02 eV
  M=10: count 4, error 6.7e-05 eV, certificate 2.5e-03 eV
  M=12: count 4, error 3.6e-07 eV, certificate 1.7e-05 eV
plus-sector levels at F=0.08 eV/angstrom:
  eps -0.041093 eV (-0.0015102 hartree), mean n -1.9283, mean energy 0.53740 eV
  eps 0.007984 eV (0.0002934 hartree), mean n -0.2672, mean energy 0.08815 eV
  eps 0.257600 eV (0.0094666 hartree), mean n -0.8244, mean energy 0.50493 eV
  eps 0.295510 eV (0.0108598 hartree), mean n 1.0200, mean energy -0.01049 eV
scan to 0.10 eV/angstrom in steps of 0.0005:
  largest tracked change per step 4.9e-04 eV
  2 omega jumps of the principal logarithm: 1
avoided crossing: F=0.02783 eV/angstrom, gap 2.046 meV
one overlap step 0 to 0.065 eV/angstrom swaps branches 2 and 3
exact crossings in the omega zone:
  F=0.01578 eV/angstrom, branches 3,4, eps -0.03924 eV
  F=0.03863 eV/angstrom, branches 2,4, eps -0.03956 eV
  F=0.07175 eV/angstrom, branches 1,3, eps 0.00121 eV
Bessel-zero estimate of the field: 0.07214 eV/angstrom
crossing nearest to it: 0.07175 eV/angstrom = 0.001395 a.u.
static tilt 0.0002 eV/angstrom: smallest gap nearby 2.099 meV
```
